# Why an iron complex's spin gap is nearly linear in exact exchange: verification in Python

```python
# Spin-state gap versus exact-exchange fraction a in the B3LYP family
#   Exc(a) = ExLSDA + a*(ExHF-ExLSDA) + 0.72 dExB88 + 0.19 EcVWN(RPA) + 0.81 EcLYP
# Model: [Fe(eta2-H2)6]2+ (Th), HS quintet t4e2 (unrestricted), LS singlet t6 (restricted).
# Symbols: G = ExHF-ExLSDA, W = -K - vxLSDA, g = 2 W(virt,occ), H = orbital Hessian,
#          gap = E_HS - E_LS, B and C Racah parameters, F2 and F4 Slater integrals.
# Tested: dE/da = G; E lies below its tangent; E'' = -g H^-1 g; chord deviation -E'' A^2/8;
#   frozen d-shell dExHF = -(7B+4C); ligand-to-3d(e) donation raises G, more in LS than HS.
import itertools
import numpy as np
from scipy.linalg import expm
from scipy.integrate import cumulative_trapezoid
from scipy.constants import physical_constants as pc, N_A
from pyscf import gto, scf, dft, lib
from pyscf.dft import libxc

lib.num_threads(1)
KJ = pc['Hartree energy'][0] * N_A / 1000
CM = pc['hartree-inverse meter relationship'][0] / 100
BASE = '0.28*LDA_X + 0.72*GGA_X_B88 + 0.19*LDA_C_VWN_RPA + 0.81*GGA_C_LYP'
CX = 0.75 * (3 / np.pi) ** (1 / 3) * 2 ** (1 / 3)
BASIS = {'Fe': [b for b in gto.basis.load('def2-svp', 'Fe') if b[0] <= 2],
         'H': [b for b in gto.basis.load('def2-svp', 'H') if b[0] == 0]}
R_LS, R_HS, R_HH, STEP = 1.60, 1.90, 0.80, 0.05


class System:
    """Integrals in an orthonormal D2h-adapted basis; quadrature on one octant."""
    def __init__(self, atoms):
        mol = self.mol = gto.M(atom=atoms, basis=BASIS, charge=2, spin=0, verbose=0)
        n = self.n = mol.nao_nr()
        S = self.S = mol.intor('int1e_ovlp')
        xyz, labels = mol.atom_coords(), mol.ao_labels(fmt=False)
        where = {(l[0], l[2], l[3]): i for i, l in enumerate(labels)}
        mirrors = []
        for k, c in enumerate('xyz'):
            R = np.zeros((n, n))
            for i, (ia, _, nl, m) in enumerate(labels):
                p = xyz[ia].copy()
                p[k] *= -1
                ja = int(np.argmin(np.linalg.norm(xyz - p, axis=1)))
                R[where[(ja, nl, m)], i] = -1.0 if (c in m and '2' not in m) else 1.0
            assert abs(R.T @ S @ R - S).max() < 1e-10
            mirrors.append(R)
        cols, self.blocks, start = [], {}, 0
        self.label = np.zeros(n, int)
        for ib, sg in enumerate(itertools.product((1, -1), repeat=3)):
            P = np.eye(n)
            for s, R in zip(sg, mirrors):
                P = P @ (np.eye(n) + s * R) / 2
            e, v = np.linalg.eigh(P)
            U = v[:, e > 0.5]
            if U.shape[1] == 0:
                continue
            e, v = np.linalg.eigh(U.T @ S @ U)
            cols.append(U @ (v / np.sqrt(e)) @ v.T)
            self.blocks[sg] = np.arange(start, start + U.shape[1])
            self.label[self.blocks[sg]] = ib
            start += U.shape[1]
        X = self.X = np.hstack(cols)
        assert X.shape == (n, n)
        self.mask = self.label[:, None] == self.label[None, :]
        self.h_ao = scf.hf.get_hcore(mol)
        self.h = X.T @ self.h_ao @ X
        self.eri = mol.intor('int2e', aosym='s8')
        g = self.grids = dft.gen_grid.Grids(mol)
        g.atom_grid = {'Fe': (55, 194), 'H': (25, 110)}
        g.build(with_non0tab=True)
        keep = (g.coords > -1e-9).all(axis=1) & (g.weights != 0)
        pts = np.ascontiguousarray(g.coords[keep])
        self.w = g.weights[keep] * 2.0 ** (pts > 1e-9).sum(axis=1)
        self.ao = np.ascontiguousarray(dft.numint.eval_ao(mol, pts, deriv=1) @ X)

    def fock(self, D, a, want_w=False):
        X, ao, w = self.X, self.ao, self.w
        dm = np.ascontiguousarray([X @ d @ X.T for d in D])
        vj, vk = scf.hf.dot_eri_dm(self.eri, dm, hermi=1)
        J = X.T @ (vj[0] + vj[1]) @ X
        K = [X.T @ k @ X for k in vk]
        rho = np.array([np.einsum('kgi,gi->kg', ao, ao[0] @ d) for d in D])
        rho[:, 1:] *= 2
        rho[:, 0] = np.maximum(rho[:, 0], 0)
        exc, vxc = libxc.eval_xc(BASE, rho, spin=1, deriv=1)[:2]
        vrho, vsig = vxc[0], vxc[1]
        cube = np.cbrt(rho[:, 0])
        ex_l = -CX * np.sum(w * rho[:, 0] * cube)
        v_l = -4 / 3 * CX * cube
        ex_hf = -0.5 * sum(np.sum(D[s] * K[s]) for s in (0, 1))
        Dt = D[0] + D[1]
        E = (self.mol.energy_nuc() + np.sum(Dt * (self.h + 0.5 * J))
             + np.sum(w * exc * (rho[0, 0] + rho[1, 0])) + a * (ex_hf - ex_l))
        F, W = [], []
        for s in (0, 1):
            wv = np.empty((4, w.size))
            wv[0] = 0.5 * w * (vrho[:, s] - a * v_l[s])
            wv[1:] = w * (2 * vsig[:, 2 * s] * rho[s, 1:] + vsig[:, 1] * rho[1 - s, 1:])
            M = ao[0].T @ np.einsum('kg,kgi->gi', wv, ao)
            F.append((self.h + J - a * K[s] + M + M.T) * self.mask)
            if want_w:
                W.append((-K[s] - ao[0].T @ (ao[0] * (w * v_l[s])[:, None])) * self.mask)
        return dict(E=E, hf=ex_hf, lsda=ex_l, G=ex_hf - ex_l, F=np.array(F), W=W)

    def fill(self, F, occ):
        n = self.n
        C, eps, o = np.zeros((2, n, n)), np.zeros((2, n)), np.zeros((2, n), bool)
        for s in (0, 1):
            for sg, idx in self.blocks.items():
                eps[s, idx], C[s][np.ix_(idx, idx)] = np.linalg.eigh(F[s][np.ix_(idx, idx)])
                o[s, idx[:occ[s].get(sg, 0)]] = True
        D = np.array([C[s][:, o[s]] @ C[s][:, o[s]].T for s in (0, 1)])
        return C, eps, o, D

    def solve(self, a, occ, restricted, D=None):
        if D is None:
            g = np.asarray(scf.hf.init_guess_by_minao(self.mol))
            g = 0.5 * (self.X.T @ self.S @ g @ self.S @ self.X) * self.mask
            D = self.fill(self.fock(np.array([g, g]), a)['F'], occ)[3]
        Fs, errs = [], []
        for it in range(120):
            r = self.fock(D, a)
            F = r['F']
            if restricted:
                F[1] = F[0]
            err = np.array([F[s] @ D[s] - D[s] @ F[s] for s in (0, 1)])
            size = abs(err).max()
            if size < 3e-7:
                r['C'], r['eps'], r['o'], Dn = self.fill(F, occ)
                assert abs(Dn - D).max() < 1e-4
                r['D'] = D
                return r
            Fs, errs = (Fs + [F])[-8:], (errs + [err.ravel()])[-8:]
            m = len(Fs)
            Em = np.array(errs)
            Bm = Em @ Em.T
            A = np.ones((m + 1, m + 1))
            A[:m, :m] = Bm / Bm.diagonal().min()
            A[m, m] = 0
            rhs = np.zeros(m + 1)
            rhs[m] = 1
            c = np.linalg.lstsq(A, rhs, rcond=1e-14)[0][:m]
            Fx = sum(ci * Fi for ci, Fi in zip(c / c.sum(), Fs))
            if size > 0.03:
                Fx = Fx + 0.3 * (np.eye(self.n) - D)
            D = self.fill(Fx, occ)[3]
        raise AssertionError('SCF not converged')


def occupations(n_ag, n_u, high_spin):
    u = {(-1, 1, 1): n_u, (1, -1, 1): n_u, (1, 1, -1): n_u}
    t = {(-1, -1, 1): 1, (-1, 1, -1): 1, (1, -1, -1): 1}
    if high_spin:
        return [{(1, 1, 1): n_ag + 2, **u, **t}, {(1, 1, 1): n_ag, **u, (-1, -1, 1): 1}]
    return [{(1, 1, 1): n_ag, **u, **t}] * 2


def complex_atoms(R):
    atoms = [('Fe', (0.0, 0.0, 0.0))]
    for k in range(3):
        for s1 in (1, -1):
            for s2 in (1, -1):
                p = [0.0, 0.0, 0.0]
                p[k], p[(k + 1) % 3] = s1 * R, s2 * R_HH / 2
                atoms.append(('H', tuple(p)))
    return atoms


def response_curvature(sy, r, a, restricted):
    C, o, eps = r['C'], r['o'], r['eps']
    pm = [sy.mask[np.ix_(~o[s], o[s])] for s in (0, 1)]
    n0 = pm[0].sum()
    join = (lambda p: p[0] + p[1]) if restricted else np.concatenate

    def vo(M, Cs):
        return [2 * (Cs[s][:, ~o[s]].T @ M[s] @ Cs[s][:, o[s]])[pm[s]] for s in (0, 1)]

    def gradient(x):
        parts = (x, x) if restricted else (x[:n0], x[n0:])
        Cs = []
        for s in (0, 1):
            kap = np.zeros(pm[s].shape)
            kap[pm[s]] = parts[s]
            Kf = np.zeros((sy.n, sy.n))
            Kf[np.ix_(~o[s], o[s])] = kap
            Cs.append(C[s] @ expm(Kf - Kf.T))
        D = np.array([Cs[s][:, o[s]] @ Cs[s][:, o[s]].T for s in (0, 1)])
        return join(vo(sy.fock(D, a)['F'], Cs))

    g = join(vo(sy.fock(r['D'], a, True)['W'], C))
    diag = join([2 * (eps[s][~o[s]][:, None] - eps[s][o[s]][None, :])[pm[s]] for s in (0, 1)])
    x, res = np.zeros_like(g), -g
    z = res / diag
    p, rz = z.copy(), res @ z
    rz0 = rz
    for it in range(30):
        t = 1e-3 / np.linalg.norm(p)
        Hp = (gradient(t * p) - gradient(-t * p)) / (2 * t)
        assert p @ Hp > 0
        al = rz / (p @ Hp)
        x, res = x + al * p, res - al * Hp
        z = res / diag
        rz_new = res @ z
        if rz_new < 1e-5 * rz0:
            break
        p, rz = z + rz_new / rz * p, rz_new
    return g @ x, -np.sum(g * g / diag), diag.min() / (4 if restricted else 2)


states = {'HS': (System(complex_atoms(R_HS)), occupations(6, 3, True), False),
          'LS': (System(complex_atoms(R_LS)), occupations(6, 3, False), True)}
res = {}
for name, (sy, occ, rs) in states.items():
    out = {3: sy.solve(3 * STEP, occ, rs)}
    for i, j in ((4, 3), (5, 4), (6, 5), (2, 3), (1, 2), (0, 1)):
        out[i] = sy.solve(i * STEP, occ, rs, out[j]['D'])
    res[name] = out

print(f"[Fe(H2)6]2+: R_LS {R_LS:.2f} A, R_HS {R_HS:.2f} A, r_HH {R_HH:.2f} A")
print(f"basis functions {states['HS'][0].n}; octant grid points {states['HS'][0].w.size}")
# library functionals on the full grid: same energy, and stationary without imposed symmetry
for name, i, xc in (('HS', 3, 'HYB_GGA_XC_B3LYPS'), ('LS', 4, 'HYB_GGA_XC_B3LYP')):
    sy, r = states[name][0], res[name][i]
    mf = dft.UKS(sy.mol)
    mf.xc, mf.grids, mf._eri = xc, sy.grids, sy.eri
    dm = np.array([sy.X @ d @ sy.X.T for d in r['D']])
    veff = mf.get_veff(sy.mol, dm)
    e_ref = mf.energy_tot(dm, sy.h_ao, veff)
    Fo = [sy.X.T @ (sy.h_ao + veff[s]) @ sy.X for s in (0, 1)]
    comm = max(abs(Fo[s] @ r['D'][s] - r['D'][s] @ Fo[s]).max() for s in (0, 1))
    assert abs(e_ref - r['E']) < 2e-6 and comm < 2e-5
    print(f"{name} vs {xc}: energy difference {abs(e_ref - r['E']):.1e} Eh")

a_val = STEP * np.arange(7)
E = {n: np.array([res[n][i]['E'] for i in range(7)]) for n in res}
G = {n: np.array([res[n][i]['G'] for i in range(7)]) for n in res}
gap, dG = E['HS'] - E['LS'], G['HS'] - G['LS']
print("a, E_HS (Eh), E_LS (Eh), gap (kJ/mol), G_HS-G_LS (kJ/mol)")
for i in range(7):
    print(f"{a_val[i]:.2f} {E['HS'][i]:.6f} {E['LS'][i]:.6f} {gap[i]*KJ:8.2f} {dG[i]*KJ:8.1f}")

curv, span = {}, a_val[6]
for n, (sy, occ, rs) in states.items():
    e = E[n]
    d1 = (e[1] - 8 * e[2] + 8 * e[4] - e[5]) / (12 * STEP)
    d2 = (-e[1] + 16 * e[2] - 30 * e[3] + 16 * e[4] - e[5]) / (12 * STEP ** 2)
    assert abs(d1 - G[n][3]) < 2e-5
    assert np.all(e <= e[3] + (a_val - a_val[3]) * G[n][3] + 1e-9)
    cp, unc, mingap = response_curvature(sy, res[n][3], a_val[3], rs)
    assert cp < 0 and abs(cp - d2) < 0.01 * abs(d2)
    chord = e[3] - 0.5 * (e[0] + e[6])
    assert abs(chord + cp * span ** 2 / 8) < 0.1 * abs(chord)
    curv[n] = cp
    r = res[n][3]
    print(f"{n} a=0.15: ExHF {r['hf']:.5f}, ExLSDA {r['lsda']:.5f} Eh")
    print(f"{n} dE/da: difference {d1:.6f}, G {G[n][3]:.6f} Eh")
    print(f"{n} E'': difference {d2*KJ:.1f}, response {cp*KJ:.1f}, uncoupled {unc*KJ:.1f} kJ/mol")
    print(f"{n} smallest allowed orbital gap {mingap:.4f} Eh")
    print(f"{n} chord deviation {chord*KJ:.3f}, formula {-cp*span**2/8*KJ:.3f} kJ/mol")
slope = dG[3]
dev = gap - (gap[0] + (gap[6] - gap[0]) * a_val / span)
assert slope < 0 and abs(dev).max() < 0.1 * abs(gap[6] - gap[0])
print(f"gap slope at 0.15: {slope*KJ:.1f} kJ/mol per unit a = {slope:.4f} Eh")
print(f"  dExHF {(res['HS'][3]['hf']-res['LS'][3]['hf'])*KJ:.1f}, "
      f"dExLSDA {(res['HS'][3]['lsda']-res['LS'][3]['lsda'])*KJ:.1f} kJ/mol")
print(f"gap curvature {(curv['HS']-curv['LS'])*KJ:.1f} kJ/mol")
print(f"gap change over 0-0.30 {(gap[6]-gap[0])*KJ:.2f} kJ/mol")
print(f"largest chord deviation {dev[np.argmax(abs(dev))]*KJ:.3f} kJ/mol, "
      f"{100*abs(dev).max()/abs(gap[6]-gap[0]):.2f} % of change")

# free Fe2+ ion: relaxed slope and frozen pair counting
ion = System([('Fe', (0.0, 0.0, 0.0))])
ih = ion.solve(a_val[3], occupations(3, 2, True), False)
il = ion.solve(a_val[3], occupations(3, 2, False), True)
slope_ion = ih['G'] - il['G']
d_ao = np.array([i for i, l in enumerate(ion.mol.ao_labels(fmt=False))
                 if l[2].endswith('d')]).reshape(2, 5)  # xy, yz, z2, xz, x2-y2
c_xy = ion.X @ il['C'][0][:, ion.blocks[(-1, -1, 1)][0]]
d_orb = np.zeros((ion.n, 5))
for m in range(5):
    d_orb[d_ao[:, m], m] = c_xy[d_ao[:, 0]]
dv = ion.X.T @ ion.S @ d_orb
proj = lambda ms: dv[:, ms] @ dv[:, ms].T
core = il['D'][0] - proj([0, 1, 3])
fh = ion.fock(np.array([core + proj([0, 1, 2, 3, 4]), core + proj([0])]), 0.0)
fl = ion.fock(np.array([core + proj([0, 1, 3])] * 2), 0.0)
lnr = np.linspace(np.log(1e-4), np.log(30.0), 40001)
rr = np.exp(lnr)
ray = np.ascontiguousarray(np.outer(rr, [2 ** -0.5, 2 ** -0.5, 0.0]))
radial = ion.mol.eval_gto('GTOval_sph', ray) @ d_orb[:, 0] / (0.5 * np.sqrt(15 / (4 * np.pi)))
dens = radial ** 2 * rr ** 3
assert abs(cumulative_trapezoid(dens, lnr)[-1] - 1) < 1e-6
Fk = {k: cumulative_trapezoid(2 * dens * rr ** (-k - 1.0) * cumulative_trapezoid(
    dens * rr ** k, lnr, initial=0), lnr)[-1] for k in (2, 4)}
B, Cr = Fk[2] / 49 - 5 * Fk[4] / 441, 35 * Fk[4] / 441
assert abs(fh['hf'] - fl['hf'] + 7 * B + 4 * Cr) < 1e-5
assert fh['lsda'] - fl['lsda'] < 0
assert slope < slope_ion
print(f"ion F2 {Fk[2]*CM:.0f}, F4 {Fk[4]*CM:.0f}, B {B*CM:.0f}, C {Cr*CM:.0f} cm^-1")
print(f"ion frozen dExHF {(fh['hf']-fl['hf'])*KJ:.2f}, -(7B+4C) {-(7*B+4*Cr)*KJ:.2f} kJ/mol")
print(f"ion frozen dExLSDA {(fh['lsda']-fl['lsda'])*KJ:.2f}, dG {(fh['G']-fl['G'])*KJ:.2f} kJ/mol")
print(f"ion relaxed dExHF {(ih['hf']-il['hf'])*KJ:.1f}, dExLSDA {(ih['lsda']-il['lsda'])*KJ:.1f} kJ/mol")
print(f"ion relaxed slope {slope_ion*KJ:.1f}, ion gap {(ih['E']-il['E'])*KJ:.1f} kJ/mol")

# remove donation into formally empty 3d(e) spin orbitals and re-evaluate G
rise, donated = {}, {}
for n, spins in (('HS', (1,)), ('LS', (0, 1))):
    sy, r = states[n][0], res[n][3]
    pad = np.zeros((sy.n, 5))
    pad[:ion.n] = d_orb
    v = sy.X.T @ sy.S @ pad
    ve, D0, donated[n] = v[:, [2, 4]], r['D'].copy(), 0.0
    for s in spins:
        Co = r['C'][s][:, r['o'][s]]
        donated[n] += np.sum((ve.T @ Co) ** 2)
        Cp = Co - ve @ (ve.T @ Co)
        D0[s] = Cp @ np.linalg.solve(Cp.T @ Cp, Cp.T)
    r0 = sy.fock(D0, a_val[3])
    rise[n] = r['G'] - r0['G']
    n_t = sum(np.trace(v[:, [0, 1, 3]].T @ r['D'][s] @ v[:, [0, 1, 3]]) for s in (0, 1))
    print(f"{n} electrons in empty 3d(e) {donated[n]:.3f}; in 3d(t) {n_t:.3f}")
    print(f"{n} donation: dExHF {(r['hf']-r0['hf'])*KJ:.1f}, dExLSDA {(r['lsda']-r0['lsda'])*KJ:.1f}, "
          f"dG {rise[n]*KJ:.1f} kJ/mol")
assert donated['LS'] > donated['HS'] and rise['LS'] > rise['HS'] > 0
don = rise['HS'] - rise['LS']
print(f"slope = ion {slope_ion*KJ:.1f} + e-donation {don*KJ:.1f} + rest "
      f"{(slope-slope_ion-don)*KJ:.1f} kJ/mol")

predicted = gap[4] - STEP * dG[4]
assert abs(predicted - gap[3]) < 0.1 * abs(gap[3] - gap[4]) and gap[3] > gap[4]
print(f"gap B3LYP {gap[4]*KJ:.2f}, B3LYP* {gap[3]*KJ:.2f}, tangent estimate {predicted*KJ:.2f} kJ/mol")
print(f"shift B3LYP to B3LYP* {(gap[3]-gap[4])*KJ:.2f} kJ/mol = {(gap[3]-gap[4])*CM:.0f} cm^-1")
print(f"change of a per 10 kJ/mol of gap {10/abs(slope*KJ):.4f}")
print(f"linearly extrapolated a with zero gap {a_val[3]-gap[3]/slope:.3f}")
print("all good")
```

Running it gives:

```
[Fe(H2)6]2+: R_LS 1.60 A, R_HS 1.90 A, r_HH 0.80 A
basis functions 48; octant grid points 4630
HS vs HYB_GGA_XC_B3LYPS: energy difference 6.8e-13 Eh
LS vs HYB_GGA_XC_B3LYP: energy difference 1.6e-12 Eh
a, E_HS (Eh), E_LS (Eh), gap (kJ/mol), G_HS-G_LS (kJ/mol)
0.00 -1269.069955 -1269.085649    41.20   -694.7
0.05 -1269.259313 -1269.261889     6.76   -682.6
0.10 -1269.449236 -1269.438942   -27.03   -668.8
0.15 -1269.639688 -1269.616802   -60.09   -653.5
0.20 -1269.830635 -1269.795457   -92.36   -637.1
0.25 -1270.022040 -1269.974894  -123.78   -619.7
0.30 -1270.213872 -1270.155095  -154.32   -601.7
HS a=0.15: ExHF -57.84109, ExLSDA -54.02698 Eh
HS dE/da: difference -3.814105, G -3.814106 Eh
HS E'': difference -518.2, response -518.2, uncoupled -504.6 kJ/mol
HS smallest allowed orbital gap 0.2995 Eh
HS chord deviation 5.842, formula 5.829 kJ/mol
LS a=0.15: ExHF -57.63910, ExLSDA -54.07391 Eh
LS dE/da: difference -3.565192, G -3.565192 Eh
LS E'': difference -835.9, response -835.9, uncoupled -754.5 kJ/mol
LS smallest allowed orbital gap 0.3905 Eh
LS chord deviation 9.374, formula 9.404 kJ/mol
gap slope at 0.15: -653.5 kJ/mol per unit a = -0.2489 Eh
  dExHF -530.3, dExLSDA 123.2 kJ/mol
gap curvature 317.7 kJ/mol
gap change over 0-0.30 -195.52 kJ/mol
largest chord deviation -3.532 kJ/mol, 1.81 % of change
ion F2 87822, F4 54546, B 1174, C 4329 cm^-1
ion frozen dExHF -305.44, -(7B+4C) -305.44 kJ/mol
ion frozen dExLSDA -308.63, dG 3.18 kJ/mol
ion relaxed dExHF -422.0, dExLSDA -411.7 kJ/mol
ion relaxed slope -10.3, ion gap -378.3 kJ/mol
HS electrons in empty 3d(e) 0.392; in 3d(t) 3.951
HS donation: dExHF -31.3, dExLSDA -109.0, dG 77.7 kJ/mol
LS electrons in empty 3d(e) 1.596; in 3d(t) 5.759
LS donation: dExHF -523.8, dExLSDA -758.0, dG 234.1 kJ/mol
slope = ion -10.3 + e-donation -156.4 + rest -486.8 kJ/mol
gap B3LYP -92.36, B3LYP* -60.09, tangent estimate -60.51 kJ/mol
shift B3LYP to B3LYP* 32.27 kJ/mol = 2698 cm^-1
change of a per 10 kJ/mol of gap 0.0153
linearly extrapolated a with zero gap 0.058
all good
```
